# Self-correlation of the hydrogen atom in the direct random-phase approximation

## Problem

One spin-up electron moves in the field of a fixed proton. Evaluate its correlation energy in the direct random-phase approximation (RPA), using the exact hydrogen orbitals, and compare it with the exact correlation energy.

Hartree atomic units and real orbitals are used, and the treatment is nonrelativistic. "Direct" means that the density responds to its own Hartree potential, while the exchange-correlation kernel is left out. The reference energy includes exact exchange.

## Hints

1. What can the electron-electron interaction do to a system with one electron? This fixes the exact answer.
2. There is one occupied spin orbital. Write the RPA energy as a matrix expression in the gaps $\Delta_a=\varepsilon_a-\varepsilon_{1s}$ and the integrals $K_{ab}=(1s\,a|1s\,b)$.
3. The 1s orbital is spherical, so $K$ couples only virtual orbitals with the same $l$ and $m$.
4. Virtual orbitals include the continuum. A square-integrable radial basis turns it into a finite set of states.
5. At large $l$, only electron coordinates with nearly equal radii matter. Solve the second-order problem locally to sum the tail.

## Solution

### The exact answer and the reference

Exchange cancels the Hartree self-energy: $U=\frac12(1s1s|1s1s)$ and $E_x=-U$. The exact Kohn-Sham potential is therefore $-1/r$, its orbitals are the hydrogen eigenfunctions, and the reference energy is already $-1/2$. The exact correlation energy is zero.

Now scale the interaction $v=1/r_{12}$ by $\lambda$ from 0 to 1, adjusting the one-body potential to keep the density $n$ fixed. By the Hellmann-Feynman theorem, $E_c$ is the integral over $\lambda$ of the change in $\langle V_{ee}\rangle$. With fixed density, this change comes from density fluctuations:

$$E_c=\frac12\int_0^1 d\lambda\,\mathrm{Tr}\,v\left[\langle\delta n\,\delta n'\rangle_\lambda-\langle\delta n\,\delta n'\rangle_0\right].$$

To relate fluctuations to response, apply a potential $V e^{\omega t}$. For an excitation of energy $\omega_k$ and transition density $\rho_k$, let $V_k=\int V\rho_k$. The first-order amplitude, with the ground-state phase removed, obeys $i\dot c_k=\omega_kc_k+V_ke^{\omega t}$, so $c_k=V_ke^{\omega t}/(i\omega-\omega_k)$. The density change contains $2\,\mathrm{Re}\,c_k$, hence

$$\chi(i\omega)=-\sum_k\frac{2\omega_k}{\omega_k^2+\omega^2}\,\rho_k\rho_k'.$$

Since $\int_0^\infty 2\omega_k/(\omega_k^2+\omega^2)\,d\omega=\pi$, we have $\langle\delta n\,\delta n'\rangle=\sum_k\rho_k\rho_k'=-\pi^{-1}\int_0^\infty\chi\,d\omega$, and

$$E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\,\mathrm{Tr}\,v(\chi_\lambda-\chi_0).$$

For one electron, $\chi_\lambda=\chi_0$ and this vanishes. In the response equation $\chi_\lambda=\chi_0+\chi_0(\lambda v+f_{xc})\chi_\lambda$, the choice $f_{xc}=-\lambda v$ achieves the cancellation. Direct RPA omits $f_{xc}$, so the electron responds to the potential of its own density fluctuation.

### From response to a matrix

Direct RPA gives $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. Because

$$\frac{d}{d\lambda}\mathrm{Tr}\ln(1-\lambda\chi_0v)=-\mathrm{Tr}\,v\chi_\lambda,$$

the integral over $\lambda$ yields

$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right].$$

For hydrogen, the transition densities are $\phi_{1s}\phi_a$ and the excitation energies are $\Delta_a$. Let $F$ have these densities as columns, and let $D=2\Delta/(\Delta^2+\omega^2)$ be diagonal. Then $\chi_0=-FDF^T$ and $K=F^TvF$. Using $\det(1+AB)=\det(1+BA)$,

$$\det(1-\chi_0v)=\det(1+DK)=\frac{\det(\omega^2+\Delta^2+2\Delta K)}{\det(\omega^2+\Delta^2)}.$$

The matrix $\Delta(\Delta+2K)$ is similar to the symmetric matrix

$$M=\Delta^{1/2}(\Delta+2K)\Delta^{1/2}.$$

Call its eigenvalues $\Omega_n^2$. In a finite basis there are as many $\Omega_n$ as $\Delta_n$, and

$$\int_0^\infty\ln\frac{\omega^2+\Omega_n^2}{\omega^2+\Delta_n^2}\,d\omega=\pi(\Omega_n-\Delta_n).$$

This follows because both sides vanish at $\Omega_n=\Delta_n$ and have the same derivative, $\pi$, with respect to $\Omega_n$. The linear term contributes $\int\mathrm{Tr}\,\chi_0v\,d\omega=-\pi\,\mathrm{Tr}K$. Therefore

$$\boxed{E_c=\frac12\left[\sum_n\Omega_n-\sum_a\Delta_a-\mathrm{Tr}K\right].}$$

The sign can be seen before any computation. The eigenvalues $x$ of $-\chi_0v$ are nonnegative, and $\ln(1+x)-x\le0$. The spurious energy lowers the total energy.

### Separation into partial waves

Write $\phi_{1s}=u_{1s}/(r\sqrt{4\pi})$, with $u_{1s}=2re^{-r}$, and $\phi_a=u_aY_{lm}/r$. The multipole expansion is

$$\frac1{r_{12}}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}Y_{lm}(\hat r_1)Y_{lm}(\hat r_2).$$

The angular integrals select one pair $(l,m)$. The two factors $1/\sqrt{4\pi}$ cancel the $4\pi$, leaving

$$K^l_{ab}=\frac1{2l+1}\int_0^\infty\!\!\int_0^\infty u_{1s}u_a(r_1)\frac{r_<^l}{r_>^{l+1}}u_{1s}u_b(r_2)\,dr_1dr_2.$$

This is independent of $m$. If $e_l$ is the boxed expression for one $m$, then $E_c=\sum_l(2l+1)e_l$. At $l=0$ the occupied 1s state is removed from the virtual set.

### Treating the continuum

For each $l$, expand the radial functions in

$$b_n(r)=N_n(2ar)^{l+1}e^{-ar}L_n^{(2l+2)}(2ar),\qquad N_n^2=\frac{2a\,n!}{(n+2l+2)!}.$$

The Laguerre weight makes these functions orthonormal. Integrating the kinetic term by parts gives the radial Hamiltonian

$$h_{mn}=\int_0^\infty\left[\frac12b_m'b_n'+\left(\frac{l(l+1)}{2r^2}-\frac1r\right)b_mb_n\right]dr.$$

Its diagonalization supplies the gaps and virtual orbitals. The positive-energy eigenvectors are a discrete representation of the continuum, not individual scattering states. Here 80 functions are used for each $l$, with $a=1.5+0.5l$.

The dipole polarizability checks the $l=1$ gaps and transition moments. It does not establish convergence of the correlation energy, because two suitable functions already represent the smooth first-order orbital exactly. That convergence is tested below by enlarging the basis. In a unit field along $z$, the first-order radial equation has source $r^2e^{-r}$ and solution $w=r^2(1+r/2)e^{-r}$, up to common factors. Indeed,

$$\left[-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12\right]w=r^2e^{-r}.$$

Thus $\alpha=2\langle z^2(1+r/2)\rangle=2\left(1+\frac16\langle r^3\rangle\right)=9/2$, since $\langle z^2\rangle=1$ and $\langle r^3\rangle=15/2$. The basis sum $2\sum_a z_a^2/\Delta_a$, with $z_a=\langle a|z|1s\rangle$, gives 4.500000 bohr$^3$.

### The large-$l$ tail

Expand the logarithm to second order: $\ln(1-X)+X\approx-\frac12X^2$, with $X=\chi_0v$. The frequency integral

$$\int_0^\infty\frac{d\omega}{(\Delta_a^2+\omega^2)(\Delta_b^2+\omega^2)}=\frac{\pi}{2\Delta_a\Delta_b(\Delta_a+\Delta_b)}$$

then gives

$$E_2=-\frac12\sum_{ab}\frac{K_{ab}^2}{\Delta_a+\Delta_b}.$$

For one $(l,m)$ with $l\ge1$, where every radial state is virtual, $K_{ab}$ is the projection on $u_au_b$ of

$$W=\frac{u_{1s}(r_1)u_{1s}(r_2)}{2l+1}\frac{r_<^l}{r_>^{l+1}}.$$

Define $g$ by $(h_1+h_2-2\varepsilon_{1s})g=-W$. The second-order energy for this channel is $\frac12\langle W|g\rangle$.

Set $L=l+\frac12$, $R=(r_1+r_2)/2$ and $x=r_1-r_2$. At large $L$, $W$ is confined to $|x|\sim R/L$:

$$W\simeq W_0e^{-\kappa|x|},\qquad W_0=\frac{u_{1s}^2(R)}{2LR},\qquad \kappa=\frac LR.$$

The kinetic operator is $-\partial_x^2-\frac14\partial_R^2$. The $R$ derivative, the Coulomb potentials and the orbital energy are smaller than the retained terms of order $L^2$. The two centrifugal terms together give $\kappa^2$, so

$$(-\partial_x^2+\kappa^2)g=-W_0e^{-\kappa|x|},\qquad g=-\frac{W_0}{2\kappa^2}(1+\kappa|x|)e^{-\kappa|x|}.$$

Differentiation verifies the solution; its slope is continuous at $x=0$. The overlap requires

$$\int_{-\infty}^{\infty}(1+\kappa|x|)e^{-2\kappa|x|}dx=\frac1\kappa+\frac1{2\kappa}=\frac3{2\kappa}.$$

Multiplying $\frac12\langle W|g\rangle$ by the degeneracy $2l+1=2L$ gives

$$(2l+1)e_l\simeq-L\int_0^\infty\frac{3W_0^2}{4\kappa^3}\,dR=-\frac3{16L^4}\int_0^\infty u_{1s}^4R\,dR.$$

The last integral is $16\cdot5!/4^6=15/32$. The leading increment is therefore

$$-\frac{45}{512}\left(l+\frac12\right)^{-4}.$$

Higher ring orders do not alter this coefficient. Acting on a smooth function, the local coupling has size $u_{1s}^2/(2LR)\cdot2/\kappa=u_{1s}^2/L^2$, while the gap grows as $L^2/(2R^2)$. Each further order is thus suppressed by about $L^{-4}$.

The derived coefficient is 0.08789 hartree. Extrapolation of the computed increments at $l=8$ and $l=12$, assuming a relative correction proportional to $L^{-2}$, gives 0.08764 hartree with this basis. The high-$l$ increments are slightly short of radial convergence; converged increments raise the extrapolated value by 0.0002, to 0.08787 hartree.

### Numerical result

The increments below include the factor $2l+1$.

| $l$ | Increment (hartree) | Running sum (hartree) |
|---:|---:|---:|
| 0 | -0.006163 | -0.006163 |
| 1 | -0.011795 | -0.017958 |
| 2 | -0.001911 | -0.019869 |
| 3 | -0.000535 | -0.020404 |
| 4 | -0.000203 | -0.020607 |

Continuing to $l=12$ gives $-0.020817$ hartree. The tail contributes

$$-\frac{45}{512}\sum_{l=13}^{\infty}\left(l+\frac12\right)^{-4}=-0.000013\ \text{hartree}.$$

Hence

$$E_c^{\mathrm{dRPA}}=-0.020817-0.000013=-0.02083\ \text{hartree}=-0.567\ \text{eV}.$$

The exact value is zero, so this entire energy is an error. The total energy becomes $-0.52083$ hartree, too low by 4.2 percent of the exact binding energy. The dipole channel supplies $0.011795/0.02083=57$ percent of the error.

Increasing the radial basis from 50 to 80 functions changes the sum by $-4\times10^{-7}$ hartree. Stopping at $l=6$ and adding the analytic tail also gives $-0.02083$ hartree. The numerical check also evaluates the first three channels from the frequency integral and repeats the $s,p,d$ calculation with three-dimensional Gaussian integrals.

The number belongs to this choice of orbitals. Hartree-Fock virtual orbitals of the same atom feel a different potential, so they have different gaps and couplings.

## Variation 1: keep only the 2p excitations

**Question.** How much of the error comes from the three $1s\to2p$ excitations?

With $u_{2p}=r^2e^{-r/2}/(2\sqrt6)$, the radial product is $u_{1s}u_{2p}=r^3e^{-3r/2}/\sqrt6$. The two orderings of the radii contribute equally, so

$$K=\frac23\cdot\frac16\int_0^\infty s^4e^{-3s/2}\int_s^\infty re^{-3r/2}\,dr\,ds.$$

The inner integral is $e^{-3s/2}(2s/3+4/9)$. Therefore

$$K=\frac19\left[\frac23\frac{5!}{3^6}+\frac49\frac{4!}{3^5}\right]=\frac{112}{6561}=0.017071\ \text{hartree}.$$

The gap is $\Delta=\frac12(1-\frac14)=0.375$ hartree. For one $m$ the matrix is a number:

$$\Omega=\sqrt{0.375(0.375+2\times0.017071)}=0.391699\ \text{hartree}.$$

Three values of $m$ give

$$E_c^{2p}=\frac32(0.391699-0.375-0.017071)=-0.00056\ \text{hartree}.$$

This is 2.7 percent of the full result. Keeping every negative-energy virtual state of the discretized spectrum gives $-0.00182$ hartree, or 8.7 percent. This figure depends on the basis, which represents only part of the Rydberg series; the exact bound states of hydrogen give $-0.00184$ hartree, or 8.8 percent. A calculation restricted to bound virtual states would therefore miss most of the self-correlation. These restricted energies are not additive shares, because $K$ also couples bound and continuum excitations.

## Variation 2: restore exchange

**Question.** What happens if exchange is included in the coupling?

For general occupied spin orbitals $i,j$, antisymmetrized second-order theory for double excitations contains

$$-\frac14\sum_{ijab}\frac{[(ia|jb)-(ib|ja)]^2}{\Delta_{ia}+\Delta_{jb}},\qquad \Delta_{ia}=\varepsilon_a-\varepsilon_i.$$

In hydrogen $i=j=1s$, and the bracket is $K_{ab}-K_{ba}=0$. The direct term, $-0.02333$ hartree, is cancelled by an equal and opposite exchange term. Physically, one electron cannot form a double excitation.

The same cancellation can be made in the full RPA matrix. Define $A=\Delta+K$ and $B=K$. Then $A-B=\Delta$ and $A+B=\Delta+2K$, so $M=(A-B)^{1/2}(A+B)(A-B)^{1/2}$ and the boxed formula reads $\frac12(\sum\Omega-\mathrm{Tr}A)$, with second-order term $-\frac12\sum_{ab}B_{ab}^2/(\Delta_a+\Delta_b)$. Now replace $B$ by the antisymmetrized bracket above. In general the prefactor must then change from $\frac12$ to $\frac14$ to agree with the second-order formula just given. Here the bracket is $K_{ab}-K_{ba}=0$, so the prefactor plays no part. With $B=0$ we have $M=A^2$. Provided $A$ is positive, the $\Omega_n$ are its eigenvalues, $\sum\Omega=\mathrm{Tr}A$, and the correlation energy vanishes.

Adding only the second-order exchange term to direct RPA does not suffice. It removes $-0.02333$ hartree from a total of $-0.02083$ hartree and leaves $+0.00250$ hartree, the uncancelled sum of the higher ring orders. The self-correlation then has the opposite sign and about 12 percent of its original magnitude.

## Computed results

```
Laguerre functions per l: 80
Computed 1s energy: -0.50000000 hartree
Dipole polarizability: 4.500000 bohr^3
Hartree self-energy: 5/16 = 0.312500 hartree
2p gap: 0.375000 hartree
2p coupling K: 112/6561 = 0.01707057 hartree
2p-only Omega: 0.39169877 hartree
2p-only energy, three m values: -0.00055770 hartree
Increments include the factor 2l+1
l= 0: increment -0.00616295 hartree, running sum -0.0061630 hartree
l= 1: increment -0.01179468 hartree, running sum -0.0179576 hartree
l= 2: increment -0.00191120 hartree, running sum -0.0198688 hartree
l= 3: increment -0.00053535 hartree, running sum -0.0204042 hartree
l= 4: increment -0.00020251 hartree, running sum -0.0206067 hartree
l= 5: increment -0.00009237 hartree, running sum -0.0206991 hartree
l= 6: increment -0.00004785 hartree, running sum -0.0207469 hartree
l= 7: increment -0.00002718 hartree, running sum -0.0207741 hartree
l= 8: increment -0.00001655 hartree, running sum -0.0207906 hartree
l= 9: increment -0.00001064 hartree, running sum -0.0208013 hartree
l=10: increment -0.00000714 hartree, running sum -0.0208084 hartree
l=11: increment -0.00000497 hartree, running sum -0.0208134 hartree
l=12: increment -0.00000357 hartree, running sum -0.0208170 hartree
Frequency-grid increment l=0: -0.0061629 hartree
Frequency-grid increment l=1: -0.0117947 hartree
Frequency-grid increment l=2: -0.0019112 hartree
Partial-wave sum l=0 to 2: -0.019869 hartree
Gaussian 3D result, s p d: -0.019857 hartree
Basis change 50 to 80: -4.01e-07 hartree
Tail coefficient, derived: 0.0878906 hartree
Tail coefficient, extrapolated: 0.0876445 hartree
Tail beyond l=12: -0.00001330 hartree
Total using cutoff l=6 plus tail: -0.020831 hartree
Second-order direct energy: -0.023332 hartree
Higher-order ring correction: 0.002501 hartree
Negative-energy virtuals only: -0.00182 hartree
Their fraction of the total: 8.7 percent
Direct RPA self-correlation: -0.020830 hartree
Direct RPA self-correlation: -0.5668 eV
Direct RPA total energy: -0.520830 hartree
```
